**Janak's theorem tested on CO and CO⁺ in periodic cells**

With all G=0 Coulomb terms omitted, the derivative of the energy E with respect to an occupation f equals the Kohn-Sham eigenvalue ε, provided the electrostatic potential energy v_es of an electron has zero cell average. The program solves spin-restricted LDA equations for CO at fixed fractional occupations and compares energy differences with eigenvalues. It asserts agreement within 1 meV for the 5σ level of CO⁺ and for a hole in 4σ. For a compensating charge of normalised shape g, it asserts dE/df = ε − ∫g v_es; in the Gaussian case shown, the last term is 6.47 eV. It also asserts the integrated theorem within 5 meV, the pseudopotential averages by radial quadrature, and the independence of the Madelung constant from the Ewald splitting. Finally, it asserts that size-corrected eigenvalues from two cells agree within 60 meV; the output shows a difference of 9 meV, against 1.72 eV before correction. The printed spin and grid shifts indicate the size of the neglected spin polarisation and of the grid error.

## Numerical verification

```python
"""
Janak's theorem in a charged periodic cell.

Result under test: with every G=0 Coulomb term left out of the energy E,
    dE/df_i = eps_i,
where eps_i is the Kohn-Sham eigenvalue in the gauge in which the
electrostatic potential energy v_es of an electron has zero cell average.
For a compensating charge of normalised shape g(r) instead of a uniform one,
    dE/df_i = eps_i - integral g v_es.

f_i: occupation (0 to 2); q: net charge of ions and electrons, in e;
L: cubic cell edge; n: electron density; v_H: Hartree potential energy.
System: CO along z, spin-restricted LDA, GTH pseudopotentials, Gamma point.
Internal units are atomic units; output is in eV and nm.
E leaves out the ion-ion energy, which does not depend on occupations.
"""
from types import SimpleNamespace
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc
from pyscf.dft import libxc
from pyscf.pbc import gto
from pyscf.pbc.gto.pseudo import pp_int

EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
BOND_NM = 0.113
XC = "lda,pw"
GAUSS_WIDTH = 1.5      # bohr, width of the localised compensating charge


class Box:
    """Cubic cell with CO at its centre; basis functions on a Fourier grid."""

    def __init__(self, edge_nm, mesh, shift_steps=0.0):
        self.L = L = edge_nm / BOHR_NM
        self.mesh = mesh
        step = L / mesh
        self.dv = step**3
        half = 0.5 * BOND_NM / BOHR_NM
        mid = L / 2 + shift_steps * step
        self.z_ions = np.array([mid - half, mid + half])
        cell = gto.Cell()
        cell.unit = "B"
        cell.atom = [["C", (L / 2, L / 2, self.z_ions[0])],
                     ["O", (L / 2, L / 2, self.z_ions[1])]]
        cell.a = np.eye(3) * L
        cell.basis = "gth-dzvp"
        cell.pseudo = "gth-pade"
        cell.mesh = [mesh] * 3
        cell.verbose = 0
        cell.build()
        self.pseudo = []
        for symbol in ("C", "O"):
            p = cell._pseudo[symbol]
            coef = list(p[3]) + [0.0, 0.0]
            assert len(p[3]) <= 2
            self.pseudo.append((float(sum(p[0])), p[1], coef[0], coef[1]))
        self.Z = np.array([p[0] for p in self.pseudo])

        # Reciprocal-space kernels; the G=0 Coulomb element is set to zero.
        g1 = 2 * np.pi * np.fft.fftfreq(mesh, d=step)
        gx, gy, gz = np.meshgrid(g1, g1, g1, indexing="ij")
        G2 = gx**2 + gy**2 + gz**2
        safe = G2.copy()
        safe[0, 0, 0] = 1.0
        self.kernel = 4 * np.pi / safe
        self.kernel[0, 0, 0] = 0.0
        vloc, ions, atoms = 0, 0, 0
        for (Z, r, c1, c2), z in zip(self.pseudo, self.z_ions):
            phase = np.exp(-1j * (gx * L / 2 + gy * L / 2 + gz * z))
            x2 = G2 * r**2
            damp = np.exp(-x2 / 2)
            form = -Z * self.kernel * damp
            form += (2*np.pi)**1.5 * r**3 * damp * (c1 + c2 * (3 - x2))
            form[0, 0, 0] += 2 * np.pi * Z * r**2
            vloc = vloc + form * phase
            ions = ions + Z * phase
            atoms = atoms + Z * phase * np.exp(-G2 * 0.8**2 / 2)
        self.vloc = self.to_grid(vloc)
        self.phi_ion = self.to_grid(self.kernel * ions)
        self.n_start = np.maximum(self.to_grid(atoms), 0.0)
        # Localised compensating shape, centred on the cell corner.
        self.g = self.to_grid(np.exp(-G2 * GAUSS_WIDTH**2 / 2))
        self.phi_g = self.poisson(self.g)

        ticks = np.arange(mesh) * step
        xyz = np.meshgrid(ticks, ticks, ticks, indexing="ij")
        coords = np.stack([c.ravel() for c in xyz], axis=1)
        self.z = coords[:, 2] - L / 2
        self.r2 = ((coords - L / 2)**2).sum(axis=1)
        nao = cell.nao_nr()
        ao = np.asarray(cell.pbc_eval_gto("GTOval", coords))
        ao = ao.reshape(-1, nao).real

        def matrix(m):
            return np.asarray(m).reshape(nao, nao).real

        S = matrix(cell.pbc_intor("int1e_ovlp", hermi=1))
        T = matrix(cell.pbc_intor("int1e_kin", hermi=1))
        T = T + matrix(pp_int.get_pp_nl(cell))
        kinds = [s.split()[2].lstrip("0123456789")[1:]
                 for s in cell.ao_labels()]
        # Sigma and pi_x functions; pi_y follows by exchanging x and y.
        self.blocks = []
        for wanted in (("", "z", "z^2"), ("x", "xz")):
            idx = [i for i, k in enumerate(kinds) if k in wanted]
            w, U = np.linalg.eigh(S[np.ix_(idx, idx)])
            X = (U / np.sqrt(w)) @ U.T
            basis = np.ascontiguousarray((ao[:, idx] @ X).T)
            self.blocks.append((X @ T[np.ix_(idx, idx)] @ X, basis))
        assert [len(b[0]) for b in self.blocks] == [10, 6]

    def to_grid(self, coefficients):
        return np.fft.ifftn(coefficients).real.ravel() / self.dv

    def poisson(self, density):
        rho = np.fft.fftn(density.reshape([self.mesh] * 3))
        return np.fft.ifftn(rho * self.kernel).real.ravel()

    def integral(self, field):
        return field.sum() * self.dv


def extrapolate(history):
    """Direct inversion in the iterative subspace."""
    errors = np.array([h[1] for h in history])
    m = len(history)
    B = -np.ones((m + 1, m + 1))
    gram = errors @ errors.T
    B[:m, :m] = gram / gram[-1, -1]
    B[m, m] = 0.0
    rhs = np.zeros(m + 1)
    rhs[m] = -1.0
    c = np.linalg.solve(B, rhs)[:m]
    return sum(ci * h[0] for ci, h in zip(c, history))


def solve(box, f4=2.0, f5=2.0, start=None, localised=False):
    """Self-consistent state with fixed occupations of 4sigma and 5sigma."""
    f = np.array([2.0, f4, f5])
    q = box.Z.sum() - f.sum() - 4.0
    (Ts, bs), (Tp, bp) = box.blocks
    n = box.n_start if start is None else start.n
    history = []
    for cycle in range(80):
        vH = box.poisson(n)
        exc, vxc = libxc.eval_xc(XC, n, spin=0, deriv=1)[:2]
        v = box.vloc + vH + np.asarray(vxc[0]).ravel()
        if localised:
            v = v + q * box.phi_g
        Fs = Ts + (bs * v) @ bs.T * box.dv
        Fp = Tp + (bp * v) @ bp.T * box.dv
        eps = np.linalg.eigvalsh(Fs)[:3]
        if cycle > 0:
            Ds = (Cs * f) @ Cs.T
            Dp = 4 * np.outer(Cp, Cp)
            err = np.concatenate([(Fs @ Ds - Ds @ Fs).ravel(),
                                  (Fp @ Dp - Dp @ Fp).ravel()])
            if abs(err).max() < 1e-6:
                break
            history.append((np.concatenate([Fs.ravel(), Fp.ravel()]), err))
            history = history[-7:]
            mixed = extrapolate(history)
            Fs = mixed[:Fs.size].reshape(Fs.shape)
            Fp = mixed[Fs.size:].reshape(Fp.shape)
        Cs = np.linalg.eigh(Fs)[1][:, :3]
        Cp = np.linalg.eigh(Fp)[1][:, 0]
        sigma = (Cs.T @ bs)**2
        pi_x = (Cp @ bp)**2
        pi_y = pi_x.reshape([box.mesh] * 3).swapaxes(0, 1).ravel()
        n = f @ sigma + 2 * (pi_x + pi_y)
    else:
        raise RuntimeError("self-consistency not reached")
    E = np.sum(Ts * Ds) + np.sum(Tp * Dp)
    E += box.integral(n * (box.vloc + vH / 2 + np.asarray(exc).ravel()))
    v_es = vH - box.phi_ion
    if localised:
        E += q * box.integral(box.g * v_es)
        E += 0.5 * q**2 * box.integral(box.g * box.phi_g)
        v_es = v_es + q * box.phi_g
    zi = box.z_ions - box.L / 2
    return SimpleNamespace(
        E=E, eps=eps, n=n, q=q, sigma=sigma, exc=np.asarray(exc).ravel(),
        v_vac=box.integral(box.g * v_es),
        dip=box.Z @ zi - box.integral(n * box.z),
        Q=box.Z @ zi**2 - box.integral(n * box.r2))


def madelung(eta):
    """alpha_M of a unit simple cubic lattice in a uniform background."""
    total = -2 * eta / np.sqrt(np.pi) - np.pi / eta**2
    for m in itertools.product(range(-5, 6), repeat=3):
        m2 = sum(i * i for i in m)
        if m2:
            R, G2 = np.sqrt(m2), 4 * np.pi**2 * m2
            total += erfc(eta * R) / R
            total += 4 * np.pi / G2 * np.exp(-G2 / (4 * eta**2))
    return -total


# Madelung constant must not depend on the Ewald splitting.
alpha_M = madelung(2.0)
assert abs(alpha_M - madelung(1.5)) < 1e-8

small = Box(0.66, 48)
volume = small.L**3

# Cell averages of the pseudopotentials: radial quadrature against the
# G=0 values used on the grid.
alpha_quad, smear_quad, smear_formula = 0.0, 0.0, 0.0
for Z, r, c1, c2 in small.pseudo:
    tail = quad(lambda s: 4*np.pi*Z*s*erfc(s / (np.sqrt(2)*r)), 0, 12*r)[0]
    core = quad(lambda s: 4*np.pi*s*s*np.exp(-s*s/(2*r*r))
                * (c1 + c2*(s/r)**2), 0, 12*r)[0]
    alpha_quad += tail + core
    smear_quad += tail
    smear_formula += 2 * np.pi * Z * r**2
alpha_grid = small.integral(small.vloc)
assert abs(alpha_quad - alpha_grid) < 1e-6
assert abs(smear_quad - smear_formula) < 1e-6

# CO+ with uniform background: derivative for the 5sigma orbital.
# The central difference has an error of order df^2, well below 1 meV.
df = 0.01
tol = 1e-3 / EV
ion = solve(small, f5=1.0)
up = solve(small, f5=1.0 + df, start=ion)
dn = solve(small, f5=1.0 - df, start=ion)
slope5 = (up.E - dn.E) / (2 * df)
assert abs(slope5 - ion.eps[2]) < tol
# The vacuum region is not an admissible zero: the shift is of eV size.
assert abs(slope5 - (ion.eps[2] - ion.v_vac)) > 0.5 / EV

# Hole in the deeper 4sigma orbital: stationary, but not a ground state.
hole = solve(small, f4=1.5, start=ion)
hole_up = solve(small, f4=1.5 + df, start=hole)
hole_dn = solve(small, f4=1.5 - df, start=hole)
slope4 = (hole_up.E - hole_dn.E) / (2 * df)
assert abs(slope4 - hole.eps[1]) < tol

# Localised compensating charge: the average over its shape must appear.
loc = solve(small, f5=1.0, start=ion, localised=True)
loc_up = solve(small, f5=1.0 + df, start=loc, localised=True)
loc_dn = solve(small, f5=1.0 - df, start=loc, localised=True)
slope_loc = (loc_up.E - loc_dn.E) / (2 * df)
assert abs(slope_loc - (loc.eps[2] - loc.v_vac)) < tol
assert abs(slope_loc - loc.eps[2]) > 0.1 / EV

# Integrated theorem between CO+ and CO, by Simpson's rule.
middle = solve(small, f5=1.5, start=ion)
neutral = solve(small, f5=2.0, start=middle)
integral_eps = (ion.eps[2] + 4 * middle.eps[2] + neutral.eps[2]) / 6
energy_step = neutral.E - ion.E
assert abs(integral_eps - energy_step) < 5e-3 / EV

# Size correction of the eigenvalue = N-derivative of that of the energy.
dQ = (up.Q - dn.Q) / (2 * df)
dd = (up.dip - dn.dip) / (2 * df)


def size_terms(L):
    first = alpha_M * ion.q / L
    bracket = -ion.Q + ion.q * dQ - 2 * ion.dip * dd
    return first, 2 * np.pi / (3 * L**3) * bracket


large = Box(0.88, 64)
ion_large = solve(large, f5=1.0)
terms_s, terms_l = size_terms(small.L), size_terms(large.L)
iso_s = ion.eps[2] - sum(terms_s)
iso_l = ion_large.eps[2] - sum(terms_l)
raw_change = ion.eps[2] - ion_large.eps[2]
# Terms of order L^-5 and induced moments remain: some tens of meV.
assert abs(iso_s - iso_l) < 0.06 / EV
assert abs(raw_change) > 0.5 / EV

# Neglected effects: spin polarisation (frozen orbitals) and the grid.
n_dn = np.maximum((ion.n - ion.sigma[2]) / 2, 0.0)
n_up = n_dn + ion.sigma[2]
exc_spin = libxc.eval_xc(XC, np.array([n_up, n_dn]), spin=1, deriv=1)[0]
spin_shift = small.integral(ion.n * (np.asarray(exc_spin).ravel() - ion.exc))
moved = solve(Box(0.66, 48, shift_steps=0.5), f5=1.0)


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("C-O bond length (chosen)", BOND_NM, "nm", 3)
show("small cell edge", small.L * BOHR_NM, "nm", 2)
show("large cell edge", large.L * BOHR_NM, "nm", 2)
show("grid step, both cells", small.L * BOHR_NM / small.mesh, "nm", 5)
show("occupation step of central difference", df, "electrons", 2)
print("-- CO+, uniform background, small cell, 5sigma f=1")
show("net charge", ion.q, "e", 2)
show("dE/df by energy difference", slope5 * EV)
show("5sigma eigenvalue, zero-mean gauge", ion.eps[2] * EV)
show("dE/df minus eigenvalue", (slope5 - ion.eps[2]) * EV * 1e3, "meV")
show("v_es averaged over vacuum Gaussian", ion.v_vac * EV)
show("eigenvalue referred to vacuum region",
     (ion.eps[2] - ion.v_vac) * EV)
print("-- hole in 4sigma, f(4sigma)=1.5, f(5sigma)=2")
show("net charge", hole.q, "e", 2)
show("dE/df by energy difference", slope4 * EV)
show("4sigma eigenvalue", hole.eps[1] * EV)
print("-- CO+ with Gaussian compensating charge at cell corner")
show("Gaussian width (standard deviation)", GAUSS_WIDTH * BOHR_NM, "nm")
show("dE/df by energy difference", slope_loc * EV)
show("5sigma eigenvalue, zero-mean gauge", loc.eps[2] * EV)
show("v_es averaged over Gaussian", loc.v_vac * EV)
show("eigenvalue minus that average", (loc.eps[2] - loc.v_vac) * EV)
print("-- integrated theorem, small cell")
show("5sigma eigenvalue at f=1.5", middle.eps[2] * EV)
show("5sigma eigenvalue at f=2 (neutral CO)", neutral.eps[2] * EV)
show("E(CO) - E(CO+)", energy_step * EV)
show("Simpson integral of eigenvalue", integral_eps * EV)
print("-- cell-size correction of the CO+ 5sigma eigenvalue")
show("Madelung constant alpha_M", alpha_M, "(dimensionless)", 6)
show("5sigma eigenvalue, large cell", ion_large.eps[2] * EV)
show("1/L term, small cell", terms_s[0] * EV)
show("1/L^3 term, small cell", terms_s[1] * EV)
show("1/L term, large cell", terms_l[0] * EV)
show("1/L^3 term, large cell", terms_l[1] * EV)
show("corrected eigenvalue from small cell", iso_s * EV)
show("corrected eigenvalue from large cell", iso_l * EV)
print("-- conventions and neglected effects, small cell")
show("pseudopotential average alpha/volume",
     alpha_quad / volume * EV * 1e3, "meV", 3)
show("point-ion to smeared-ion gauge shift",
     smear_quad / volume * EV * 1e3, "meV", 2)
show("spin-polarisation energy of CO+, frozen orbitals", spin_shift * EV)
show("eigenvalue change on half-step move",
     (moved.eps[2] - ion.eps[2]) * EV * 1e3, "meV", 2)
print("tests ok")
```

It prints:

```
C-O bond length (chosen): 0.113 nm
small cell edge: 0.66 nm
large cell edge: 0.88 nm
grid step, both cells: 0.01375 nm
occupation step of central difference: 0.01 electrons
-- CO+, uniform background, small cell, 5sigma f=1
net charge: 1.00 e
dE/df by energy difference: -14.2618 eV
5sigma eigenvalue, zero-mean gauge: -14.2618 eV
dE/df minus eigenvalue: -0.0102 meV
v_es averaged over vacuum Gaussian: 2.0316 eV
eigenvalue referred to vacuum region: -16.2934 eV
-- hole in 4sigma, f(4sigma)=1.5, f(5sigma)=2
net charge: 0.50 e
dE/df by energy difference: -17.3976 eV
4sigma eigenvalue: -17.3975 eV
-- CO+ with Gaussian compensating charge at cell corner
Gaussian width (standard deviation): 0.0794 nm
dE/df by energy difference: -22.0816 eV
5sigma eigenvalue, zero-mean gauge: -15.6113 eV
v_es averaged over Gaussian: 6.4703 eV
eigenvalue minus that average: -22.0816 eV
-- integrated theorem, small cell
5sigma eigenvalue at f=1.5: -11.1414 eV
5sigma eigenvalue at f=2 (neutral CO): -8.2612 eV
E(CO) - E(CO+): -11.1816 eV
Simpson integral of eigenvalue: -11.1814 eV
-- cell-size correction of the CO+ 5sigma eigenvalue
Madelung constant alpha_M: 2.837297 (dimensionless)
5sigma eigenvalue, large cell: -15.9778 eV
1/L term, small cell: 6.1903 eV
1/L^3 term, small cell: 0.3066 eV
1/L term, large cell: 4.6427 eV
1/L^3 term, large cell: 0.1293 eV
corrected eigenvalue from small cell: -20.7587 eV
corrected eigenvalue from large cell: -20.7499 eV
-- conventions and neglected effects, small cell
pseudopotential average alpha/volume: -1.463 meV
point-ion to smeared-ion gauge shift: 75.31 meV
spin-polarisation energy of CO+, frozen orbitals: -0.6667 eV
eigenvalue change on half-step move: -94.17 meV
tests ok
```
